Stoney's relation from force and moment balance in a film-coated plate

**1. Definitions and conventions**

A flat plate, the substrate, has thickness h_s. A film of thickness h_f is bonded to its upper face. The coordinate z points upward from the substrate midplane, so the interface is at z = h_s/2. Tensile stress is positive. The deflection w is positive upward, and the curvature

κ = ∂²w/∂x² = ∂²w/∂y²

is positive when the plate is concave on the film side. If the bare plate is already curved, κ means the change in curvature.

The film stress is the same in all in-plane directions. Its force per unit length of cut edge is

N = ∫_film σ dz = σ_f h_f,

which defines the mean film stress σ_f. The result to be derived, for h_f ≪ h_s, is Stoney's relation:

σ_f h_f = M_s h_s² κ/6.

Here M_s is the biaxial modulus of the substrate. The plate is linearly elastic, free of external loads and at uniform temperature. Slopes are small, and the bow is well below h_s. The plate is much wider than it is thick, and we look several thicknesses away from its edge, where the state does not vary along the plate.

**2. Stress and strain in the plane**

The upper and lower faces are free. In a laterally uniform state without transverse shear, vertical equilibrium reads dσ_zz/dz = 0. Since σ_zz vanishes at the faces, it vanishes throughout.

For an isotropic material, Hooke's law with σ_xx = σ_yy = σ and σ_zz = 0 gives

ε = (σ − νσ)/E, hence σ = Mε with M = E/(1 − ν).

The factor 1 − ν appears because the plate is stretched in two directions at once. Each stress causes a lateral contraction that opposes the strain produced by the other.

For a cubic crystal cut as a (001) plate, the free-surface condition is

0 = 2C₁₂ε + C₁₁ε_zz, so ε_zz = −2C₁₂ε/C₁₁.

Insertion into σ = (C₁₁ + C₁₂)ε + C₁₂ε_zz gives

M = C₁₁ + C₁₂ − 2C₁₂²/C₁₁.

Equal-biaxial strain and stress are unchanged by rotation about z. The same M therefore applies in every in-plane direction, although Young's modulus depends on direction.

**3. Why the strain is linear in z**

Strains that come from a continuous displacement satisfy

∂²ε_xx/∂z² + ∂²ε_zz/∂x² = 2∂²ε_xz/∂x∂z.

In the uniform state, ε_zz does not depend on x and ε_xz = 0. Thus d²ε_xx/dz² = 0, and ε_xx is a linear function of z.

Zero shear also means ∂u_x/∂z = −∂w/∂x. Differentiation with respect to x gives ∂ε_xx/∂z = −∂²w/∂x² = −κ. The same holds for y, so

ε(z) = ε₀ − κz,

where ε₀ is the midplane strain. For positive κ, bending shortens the upper face and lengthens the lower one.

**4. The two balances**

Cut the plate by a vertical plane. No external load acts on the piece cut off, so the total force and the total moment on the cut must both vanish.

The force balance is

N + ∫_{−h_s/2}^{h_s/2} M_s(ε₀ − κz) dz = 0.

The term odd in z integrates to zero, leaving

N + M_s h_s ε₀ = 0, so ε₀ = −N/(M_s h_s).

For the moment about the midplane, let z̄ be the height above the interface at which the resultant film force acts:

∫_film σz dz = N(h_s/2 + z̄).

In the substrate integral the ε₀ term is now odd and drops out. With ∫z² dz = h_s³/12, the moment balance is

N(h_s/2 + z̄) − M_sκh_s³/12 = 0.

Solving for the curvature gives

κ = 12N(h_s/2 + z̄)/(M_s h_s³) = 6N(1 + 2z̄/h_s)/(M_s h_s²).

Within the assumptions of Section 1, this holds for any film thickness and any film stress profile with N ≠ 0. If |z̄| ≪ h_s, the second term in the bracket can be dropped, and

N = σ_f h_f = M_s h_s²κ/6.

This is Stoney's relation. A tensile film gives positive κ: it tries to shorten the upper face, and the plate becomes concave on that side.

The film modulus is absent because the balances need the force the film exerts, not the reason for that force. A curvature measurement yields N; a separate thickness measurement is needed to obtain σ_f.

If tensile and compressive layers nearly cancel, z̄ can be large even in a thin film. If N = 0, the film can still exert a couple Q = ∫_film σz dz, and the moment balance gives κ = 12Q/(M_s h_s³).

**5. Stress inside the substrate**

In the thin-film limit, inserting ε₀ and κ into σ_s = M_s(ε₀ − κz) gives

σ_s(z) = −N/h_s − 6Nz/h_s².

At the interface, z = h_s/2, the two terms add to −4N/h_s. At the back, z = −h_s/2, they give +2N/h_s. The stress vanishes at z = −h_s/6, which lies two thirds of the substrate thickness below the interface.

The neutral plane is not the midplane, because the substrate must carry a net force −N as well as a bending moment.

**6. A film of finite thickness and stiffness**

To see what the thin-film limit discards, let the film have a uniform mismatch strain e_m. If the substrate were held flat and unstrained, the film stress would be M_f e_m. After release it is

σ = M_f(e_m + ε₀ − κz).

Define h = h_f/h_s, m = M_f/M_s and k = κh_s. The film integrals are

∫_film z dz = h_s² h(1 + h)/2,
∫_film z² dz = h_s³ h(3 + 6h + 4h²)/12.

The force balance, divided by M_s h_s, becomes

(1 + mh)ε₀ − mh(1 + h)k/2 + mh e_m = 0.

Solving for ε₀ and adding e_m gives

e_m + ε₀ = [e_m + mh(1 + h)k/2]/(1 + mh).

The moment balance, multiplied by 12/(M_s h_s²), becomes

6mh(1 + h)(e_m + ε₀) = k[1 + mh(3 + 6h + 4h²)].

Insert the previous line and multiply by 1 + mh:

6mh(1 + h)e_m + 3m²h²(1 + h)²k = k(1 + mh)[1 + mh(3 + 6h + 4h²)].

The product on the right, without k, expands to

1 + 4mh + 6mh² + 4mh³ + m²h²(3 + 6h + 4h²).

Moving the k term from the left subtracts m²h²(3 + 6h + 3h²). What remains of the last part is m²h⁴. Therefore

κ = 6e_m mh(1 + h)/{h_s[1 + 4mh + 6mh² + 4mh³ + m²h⁴]}.

For small h, the numerator supplies a factor 1 + h and the denominator a factor 1 − 4mh:

κ = [6M_f e_m h_f/(M_s h_s²)][1 + h(1 − 4m) + O(h²)].

The two corrections have separate causes. The term +h is the longer lever arm, since the film force acts near the middle of the film. The term −4mh is stress relaxation: the interface strain is −4N/(M_s h_s) ≈ −4mh e_m, so the film loses the fraction 4mh of its original stress. If σ_f denotes the actual mean stress after bending, relaxation is already included, and the first correction is +h.

A finite-element calculation of a whole disc shows these relations without assuming linear strain. The disc had radius 20h_s, h = 0.05, m = 2 and equal Poisson ratios in both layers. The curvature, taken from the midplane deflection between the center and half the radius, was 0.999999 times the bilayer formula.

The neutral plane lay at z = −0.15877h_s, not at −h_s/6. From Section 4, its position is

z = ε₀/κ = −h_s/[6(1 + 2z̄/h_s)],

so the finite height of the film force moves it toward the midplane.

**7. Graded films, growth and coated backs**

For a thin film with stress σ(t) at height t above the interface, N = ∫₀^{h_f} σ(t) dt. If growth leaves the stress in the older layers unchanged, differentiation gives

dκ/dh_f = 6σ(h_f)/(M_s h_s²).

The slope of the curvature record then gives the stress of the newest layer, while the total curvature gives the mean stress. During etching, under the same condition, the slope gives the stress of the layer being removed. If older layers relax, or if surface reactions change a surface force, their changes also enter dN/dh_f, and the slope no longer belongs to the newest layer alone.

Atomic layer deposition can coat both faces. Let the thin films on the upper and lower faces have forces N_u and N_l. Their lever arms are +h_s/2 and −h_s/2, so the moment balance becomes

(N_u − N_l)h_s/2 = M_sκh_s³/12,

κ = 6(N_u − N_l)/(M_s h_s²).

Equal coatings give no curvature, however large their stress. The one-sided relation therefore requires a protected back face or a known back-side force.

**8. Worked example: titanium on silicon**

Consider 100 nm of titanium on a silicon (001) wafer of thickness 725 μm and diameter 200 mm. The curvature change at the growth temperature is chosen as 2 km⁻¹. Rough elastic constants for silicon are C₁₁ = 166 GPa, C₁₂ = 64 GPa and C₄₄ = 80 GPa. Its biaxial modulus is

M_s = 166 + 64 − 2 × 64²/166 = 180.65 GPa.

Stoney's relation gives

N = (180.65 × 10⁹ Pa)(725 × 10⁻⁶ m)²(2 × 10⁻³ m⁻¹)/6 = 31.65 N/m,

σ_f = (31.65 N/m)/(100 × 10⁻⁹ m) = 317 MPa.

The film is in tension. The radius of curvature is 500 m, and the center-to-edge bow is κR²/2 = 10 μm, with R the wafer radius. The substrate stresses, −4N/h_s and 2N/h_s, are −0.175 MPa at the interface and 0.087 MPa at the back. The thick wafer balances a large film stress with a small stress of its own.

For titanium, rough values E = 110 GPa and ν = 0.32 give M_f = 161.8 GPa. Solving the two balances with finite film thickness at the same curvature gives an actual mean stress 0.014% below the Stoney value. The unrelaxed stress M_f e_m is 0.036% above it. Both corrections are far below the uncertainty of the rough constants.

**9. Effects outside the model**

*Gravity.* Support the wafer around its edge, film side up. Approximate it as an isotropic plate with bending stiffness D = Eh_s³/[12(1 − ν²)] and weight per area p = ρgh_s. Here ν and E are the silicon values along a cube axis. Under uniaxial stress, zero lateral stress gives ν = C₁₂/(C₁₁ + C₁₂) = 0.278, and E = M_s(1 − ν).

The plate equation is D∇⁴w = −p. With w = b₂r² + b₄r⁴ and ∇⁴r⁴ = 64, it gives b₄ = −p/(64D). The edge carries no bending moment, so w″ + νw′/r = 0 at r = R:

2b₂(1 + ν) + 4b₄R²(3 + ν) = 0.

The curvature at the center is

κ_g = 2b₂ = (3 + ν)pR²/[16D(1 + ν)].

With ρ = 2330 kg/m³, κ_g = 5.9 km⁻¹. This is about three times the film signal and has the sign of a tensile film. A reference measurement on the same support removes it in linear theory. With no correction for gravity, the stress inferred from the center curvature would be about four times the true value. The gravity shape is not spherical: the curvature read from the center-to-edge sag, 2(b₂ + b₄R²) = 4.8 km⁻¹, would give about 3.4 times the true value.

*Heat flow.* A flux J from the back to the film side makes the back hotter by ΔT = Jh_s/k_th, where k_th is the thermal conductivity. The free thermal strain varies as −αΔT z/h_s. A free plate can follow this linear strain without stress by taking the curvature

κ_T = αΔT/h_s = αJ/k_th.

For J = 1000 W/m², k_th = 100 W/(m K) and α = 2.6 × 10⁻⁶ K⁻¹, the temperature drop is 7.25 mK. The resulting curvature is 1.3% of the film signal. This α is the room-temperature value; near the growth temperature silicon has α of about 3.3 × 10⁻⁶ K⁻¹, which raises the share to about 1.7%. A reference taken under the same heat flux removes this contribution too.

*Cooling.* Now cool the coated wafer from 423.15 K to 298.15 K, so that ΔT = −125 K. The thick substrate fixes the film's length, and the added film stress is

Δσ = −M_f(α_f − α_s)ΔT.

With α_f = 8.6 × 10⁻⁶ K⁻¹ and α_s = 2.6 × 10⁻⁶ K⁻¹, it is 121 MPa in tension. The added curvature is 0.77 km⁻¹. If the film stays elastic, the room-temperature stress is about 438 MPa, compared with 317 MPa at growth. A measurement after cooling therefore does not give the growth stress until this part has been subtracted.

*Substrate data.* Since N varies as h_s², a thickness taken 10 μm too large raises the inferred force by 2.8%. A rough softening coefficient of 60 × 10⁻⁶ K⁻¹ lowers the silicon modulus by 0.75% at the growth temperature, and the inferred force falls by the same fraction.

Elastic constants from different directions must not be mixed. A uniaxial stress σ along [110] has components σ_xx = σ_yy = σ_xy = σ/2. The strain along [110] is ε_xx + ε_xy, with ε_xx = σ/(2M_s) and ε_xy = σ/(4C₄₄). Thus

1/E₁₁₀ = 1/(2M_s) + 1/(4C₄₄),

which gives E₁₁₀ = 169.7 GPa. Combining this with the cube-axis ν = 0.278 in E/(1 − ν) overstates M_s, and hence N, by 30%.

*Large bow.* A flat disc cannot become spherical without in-plane stretching. For w = κr²/2, radial equilibrium of the membrane forces is N_θ = (rN_r)′. The strains ε_r = u′ + κ²r²/2 and ε_θ = u/r obey

ε_r − (rε_θ)′ = κ²r²/2.

Take N_r = B(R² − r²), which vanishes at the free edge. Then N_θ = B(R² − 3r²). Hooke's law turns the strain condition into 8Br² = Eh_sκ²r²/2, so B = Eh_sκ²/16.

The membrane energy per area is

[(N_r + N_θ)² − 2(1 + ν)N_rN_θ]/(2Eh_s).

The product term integrates to zero, because ∫N_rN_θ r dr = ∫(rN_r)(rN_r)′ dr and rN_r vanishes at both limits. The first term, with N_r + N_θ = 2B(R² − 2r²), gives

U_m = πEh_sκ⁴R⁶/384.

The bending energy is U_b = πR²M_s h_s³κ²/12. The film does work linear in κ, since the average of N_r + N_θ, and with it the average added in-plane strain, is zero. The required film force therefore rises by the fraction

(dU_m/dκ)/(dU_b/dκ) = (1 − ν)[κR²/(4h_s)]².

This is 0.0034% for the film-induced bow. It is an estimate for a shape held spherical. A free plate does not stay spherical: the fraction applies to the area-averaged curvature, and at the center it is (2 + ν) times larger, about 0.008%. It also leaves out the gravity bow. The nonlinear loss of curvature grows roughly as the cube of the total curvature, so on the edge support, after the gravity reference is subtracted, the fraction is multiplied by about (7.9³ − 5.9³)/2³ ≈ 36. The remaining error is then of order 0.1 to 0.2%, still small but larger than the finite-thickness corrections.

**10. Comparison with a real deposition**

The wafer dimensions are realistic for a silicon wafer of 200 mm diameter. A stress of a few hundred MPa is a plausible rough size for a thin metal film, but both size and sign depend strongly on the process. Films grown by atomic layer deposition can be much thinner than 100 nm. At the same stress, a 10 nm film would give a tenth of the curvature, 0.2 km⁻¹, and the same uncorrected heat-flow curvature would then be 13% of the signal.

Real titanium can take up oxygen, have a preferred crystal orientation or flow plastically. These processes can change N, but Stoney's relation still gives the force present at the time of measurement while its assumptions hold. Plastic flow would, however, invalidate the elastic cooling correction, and a preferred orientation changes the M_f and α_f that enter it. A pattern or a nonuniform coating breaks the assumption of lateral uniformity; the local curvature then need not give the local film force. The size of that error depends on the pattern and is not estimated here.

Among the effects sized for this wafer, gravity without a reference and cooling without a thermal correction change the inferred growth stress most. The finite thickness of the film hardly matters.
